# Why ferroelectric domains in twisted dichalcogenide bilayers grow unequally: test program

```python
"""Ferroelectric domain areas in a twisted, parallel-stacked bilayer.

Result under test: walls pinned at the nodes of a triangular network bow under
the pressure p = 2 P E, and the area fractions of the two families obey
  f_plus - f_minus = sqrt(3) (F - sin F cos F) / (r sin(F)^2),
  sin F = p L / (2 r gamma),
until neighbouring walls touch at p = 2 r^2 gamma / (L sqrt(3 + r^2)).
P: sheet dipole density (C/m); E: external normal field (V/m); L: node spacing;
gamma: energy per length of a straight shear wall; r: ratio of tensile to
shear wall energy. "load" means the dimensionless pressure p L / gamma.
"""
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.optimize import minimize

SQ3 = np.sqrt(3.0)


# ---------- formulas under test ----------
def arc_angle(load, r):
    return np.arcsin(load / (2 * r))


def fraction_difference(load, r):
    F = arc_angle(load, r)
    return SQ3 * (F - np.sin(F) * np.cos(F)) / (r * np.sin(F)**2)


def contact_load(r):
    return 2 * r**2 / np.sqrt(3 + r**2)


def bowed_energy(cx, cy, load, r):
    """Wall plus pressure energy, relative to the chord (cx, cy); gamma = L = 1."""
    radius = r / load
    F = np.arcsin(np.hypot(cx, r * cy) / (2 * radius))
    return radius * (F + np.sin(F) * np.cos(F))


# ---------- microscopic wall: relax both displacement components ----------
def relaxed_wall_energy(tilt, r2, half_box=2.0, n=321):
    """Minimum wall energy in units d*sqrt(mu*V0); lengths of slip in units d."""
    xi = np.linspace(-half_box, half_box, n)
    h = xi[1] - xi[0]
    normal = np.array([np.sin(tilt), np.cos(tilt)])
    K = np.eye(2) + (r2 - 1) * np.outer(normal, normal)
    G = 4 * np.pi / 3
    start = np.column_stack([0.5 * np.tanh(4 * xi),
                             0.05 * xi * np.exp(-4 * xi**2)])
    start[0], start[-1] = (-0.5, 0.0), (0.5, 0.0)

    def energy_and_gradient(flat):
        u = start.copy()
        u[1:-1] = flat.reshape(-1, 2)
        s, y = u[:, 0], u[:, 1]
        du = np.diff(u, axis=0)
        Kdu = du @ K
        cs, cy = np.cos(G * s / 2), np.cos(SQ3 * G * y / 2)
        V = 2 * (1.5 + np.cos(G * s) - 2 * cs * cy)
        Vs = 2 * (-G * np.sin(G * s) + G * np.sin(G * s / 2) * cy)
        Vy = 2 * SQ3 * G * cs * np.sin(SQ3 * G * y / 2)
        energy = np.sum(du * Kdu) / (4 * h) + h * np.sum(V)
        grad = (Kdu[:-1] - Kdu[1:]) / (2 * h)
        grad = grad + h * np.column_stack([Vs, Vy])[1:-1]
        return energy, grad.ravel()

    res = minimize(energy_and_gradient, start[1:-1].ravel(), jac=True,
                   method="L-BFGS-B",
                   options=dict(maxiter=20000, maxfun=50000, maxcor=30,
                                ftol=1e-15, gtol=1e-8))
    assert np.max(np.abs(res.jac)) < 1e-4
    return res.fun


r2 = 3.0  # (lambda + 2 mu)/mu for lambda = mu, as in the example below
r = np.sqrt(r2)
wall_factor = 3 * SQ3 / np.pi - 1
g0 = relaxed_wall_energy(0.0, r2)
# second-order discretisation error of the profile sets the tolerance
assert abs(g0 / wall_factor - 1) < 2e-3
dt = 0.05
g_small = relaxed_wall_energy(dt, r2)
stiffness_relaxed = 1 + 2 * (g_small / g0 - 1) / dt**2
assert 1 < stiffness_relaxed < r2
assert stiffness_relaxed > 0.8 * r2
t30 = np.pi / 6
g_lo, g_30, g_hi = [relaxed_wall_energy(t, r2) / g0
                    for t in (t30 - dt, t30, t30 + dt)]
straight_30 = np.sqrt(np.cos(t30)**2 + r2 * np.sin(t30)**2)
assert 0.9 * straight_30 < g_30 < straight_30
contact_relaxed = g_30 + SQ3 * (g_hi - g_lo) / (2 * dt)
assert abs(contact_relaxed / contact_load(r) - 1) < 0.15


# ---------- bowed wall: direct minimisation of a polygonal line ----------
def minimise_wall(load, r, rise=0.0, n=400):
    h = 1.0 / n
    y = np.linspace(0, rise, n + 1)
    for _ in range(40):
        dy = np.diff(y)
        root = np.sqrt(h**2 + r**2 * dy**2)
        flux = r**2 * dy / root
        grad = flux[:-1] - flux[1:] - load * h
        if np.max(np.abs(grad)) < 1e-12:
            break
        k = r**2 * h**2 / root**3
        hess = (np.diag(k[:-1] + k[1:]) - np.diag(k[1:-1], 1)
                - np.diag(k[1:-1], -1))
        y[1:-1] -= np.linalg.solve(hess, grad)
    assert np.max(np.abs(grad)) < 1e-9
    length_energy = np.sum(np.sqrt(h**2 + r**2 * np.diff(y)**2))
    area = h * (np.sum(y[1:-1]) + rise / 2) - rise / 2
    return y, length_energy, area


def polygon_fraction_difference(y):
    """Close three walls around an unfavoured triangle and measure its area."""
    x = np.linspace(0, 1, len(y))
    corners = np.array([[0, 0], [1, 0], [0.5, SQ3 / 2]])
    points = []
    for j in range(3):
        t = corners[(j + 1) % 3] - corners[j]
        inward = np.array([-t[1], t[0]])
        points.append(corners[j] + np.outer(x, t) + np.outer(y, inward))
    q = np.vstack(points)
    nxt = np.roll(q, -1, axis=0)
    area = 0.5 * np.sum(q[:, 0] * nxt[:, 1] - q[:, 1] * nxt[:, 0])
    return 1 - 2 * area / (SQ3 / 2)


def end_angle(y):
    slopes = np.diff(y) * (len(y) - 1)
    return np.degrees(np.arctan(1.5 * slopes[0] - 0.5 * slopes[1]))


for ratio in (1.0, r, 2.0):
    limit = contact_load(ratio)
    for part in (0.2, 0.6, 1.0):
        y, cost, area = minimise_wall(part * limit, ratio)
        direct = polygon_fraction_difference(y)
        assert abs(direct - fraction_difference(part * limit, ratio)) < 2e-4
        total = cost - part * limit * area
        assert abs(total - bowed_energy(1, 0, part * limit, ratio)) < 1e-4
    assert abs(end_angle(y) - 30) < 0.1
    assert end_angle(minimise_wall(1.05 * limit, ratio)[0]) > 30.5
    # a tilted chord tests the energy used for displaced nodes
    y, cost, area = minimise_wall(0.6 * limit, ratio, rise=0.1)
    tilted = cost - 0.6 * limit * area
    assert abs(tilted - bowed_energy(1, 0.1, 0.6 * limit, ratio)) < 1e-4
    # weak field: linear response and cost equal to half the gain
    weak = 0.01
    y, cost, area = minimise_wall(weak, ratio)
    linear = weak / (SQ3 * ratio**2)
    assert abs(polygon_fraction_difference(y) / linear - 1) < 1e-3
    assert abs((cost - 1) / (weak * area) - 0.5) < 1e-3


# ---------- stability of the node lattice at all wavevectors ----------
def softest_node_mode(load, r, n=24):
    s = 1e-3
    W = lambda a, b: bowed_energy(1 + a, b, load, r)
    hxx = (W(s, 0) + W(-s, 0) - 2 * W(0, 0)) / s**2
    hyy = (W(0, s) + W(0, -s) - 2 * W(0, 0)) / s**2
    hxy = (W(s, s) + W(-s, -s) - W(s, -s) - W(-s, s)) / (4 * s**2)
    H = np.array([[hxx, hxy], [hxy, hyy]])
    bonds = []
    for angle in (0, 2 * np.pi / 3, 4 * np.pi / 3):
        c, d = np.cos(angle), np.sin(angle)
        Q = np.array([[c, -d], [d, c]])
        bonds.append(Q @ H @ Q.T)
    area_form = np.array([[0, -0.5j], [0.5j, 0]])
    lowest = np.inf
    for i in range(n):
        for j in range(n):
            if i == 0 and j == 0:
                continue
            a, b = 2 * np.pi * i / n, 2 * np.pi * j / n
            phases = np.array([a, b, -a - b])
            weights = 1 - np.cos(phases)
            D = sum(w * B for w, B in zip(weights, bonds))
            D = D + load * np.sum(np.sin(phases)) * area_form
            lowest = min(lowest, np.linalg.eigvalsh(D)[0] / weights.sum())
    return lowest


for ratio in (1.0, r, 2.0):
    limit = contact_load(ratio)
    for part in (0.1, 0.5, 0.9, 0.98):
        assert softest_node_mode(part * limit, ratio) > 1e-3
    assert abs(softest_node_mode(limit, ratio)) < 1e-4
    assert softest_node_mode(1.02 * limit, ratio) < -1e-3

# ---------- worked example with round model parameters ----------
a_lat, twist_deg = 0.32e-9, 0.02
mu, lam, V0, P = 50.0, 50.0, 0.02, 0.5e-12
assert abs((lam + 2 * mu) / mu - r2) < 1e-12
d = a_lat / SQ3
gamma = wall_factor * d * np.sqrt(mu * V0)
width = d / (2 * np.sqrt(V0 / mu))


def node_spacing(degrees):
    return a_lat / (2 * np.sin(np.radians(degrees) / 2))


L = node_spacing(twist_deg)
th = np.radians(twist_deg)
rotation = np.array([[np.cos(th), -np.sin(th)], [np.sin(th), np.cos(th)]])
offset = (rotation - np.eye(2)) @ np.array([L, 0.0])
# neighbouring nodes differ by one lattice vector, perpendicular to the wall
assert abs(np.linalg.norm(offset) / a_lat - 1) < 1e-6
assert abs(offset[0]) / a_lat < th
assert width / L < 0.02


def contact_field(degrees, load=contact_load(r)):
    return load * gamma / (2 * P * node_spacing(degrees))


Ec = contact_field(twist_deg)
print(f"lattice constant a = {a_lat*1e9:.2f} nm")
print(f"partial slip d = {d*1e9:.4f} nm")
print(f"twist = {twist_deg:.2f} degree")
print(f"layer moduli mu, lambda = {mu:.0f}, {lam:.0f} N/m")
print(f"saddle stacking energy V0 = {V0:.3f} J/m^2")
print(f"sheet dipole density P = {P*1e12:.2f} pC/m")
print(f"tensile/shear wall energy ratio r = {r:.4f}")
print(f"wall-energy factor 3 sqrt3/pi - 1 = {wall_factor:.4f}")
print(f"same factor, relaxed profile = {g0:.4f}")
print(f"wall energy gamma = {gamma:.4e} J/m")
print(f"wall energy gamma = {gamma/e*1e-9:.4f} eV/nm")
print(f"wall width d/u'(centre) = {width*1e9:.2f} nm")
print(f"node spacing L = {L*1e9:.1f} nm")
print(f"cell area = {SQ3/2*L**2*1e12:.4f} um^2")
for field in (0.05e9, 0.1e9, 0.2e9, 0.3e9):
    load = 2 * P * field * L / gamma
    assert load < contact_load(r)
    diff = fraction_difference(load, r)
    print(f"E = {field*1e-9:.2f} V/nm: fractions "
          f"{(1+diff)/2:.4f} and {(1-diff)/2:.4f}")

E0 = 0.1e9
p0 = 2 * P * E0
load0 = p0 * L / gamma
F0 = arc_angle(load0, r)
diff0 = fraction_difference(load0, r)
y0, cost0, area0 = minimise_wall(load0, r)
gain = 3 * p0 * area0 * L**2
cost = 3 * gamma * L * (cost0 - 1)
assert gain > cost > 0
print("At E = 0.10 V/nm:")
print(f"  pressure p = {p0:.3e} J/m^2")
print(f"  load pL/gamma = {load0:.4f}")
print(f"  arc angle Phi = {np.degrees(F0):.3f} degree")
print(f"  fraction difference = {diff0:.4f}")
print(f"  linear estimate = {load0/(SQ3*r2):.4f}")
print(f"  linear estimate if r were 1 = {load0/SQ3:.4f}")
print(f"  largest wall bow = {y0.max()*L*1e9:.2f} nm")
print(f"  polarisation gain per cell = {gain/e:.2f} eV")
print(f"  wall-energy cost per cell = {cost/e:.2f} eV")
print(f"  cost/gain = {cost/gain:.4f}")
diff_c = fraction_difference(contact_load(r), r)
print(f"contact load pL/gamma = {contact_load(r):.4f}")
print(f"contact arc angle = "
      f"{np.degrees(arc_angle(contact_load(r), r)):.2f} degree")
print(f"contact field = {Ec*1e-9:.4f} V/nm = {Ec:.3e} V/m")
print(f"fractions at contact = {(1+diff_c)/2:.4f} and {(1-diff_c)/2:.4f}")
print(f"contact field at twist 0.10 degree = "
      f"{contact_field(0.10)*1e-9:.4f} V/nm")
print(f"stiffness/gamma, straight path = {r2:.4f}")
print(f"stiffness/gamma, relaxed path = {stiffness_relaxed:.4f}")
print(f"contact field, relaxed path = "
      f"{contact_field(twist_deg, contact_relaxed)*1e-9:.4f} V/nm")
for part in (0.5, 0.98, 1.0, 1.02):
    mode = softest_node_mode(part * contact_load(r), r)
    print(f"softest node mode at {part:.2f} E_c = "
          f"{mode + 0.0:.5f} gamma/L")
print(f"dipole interaction scale P^2/(eps0 gamma) = "
      f"{P**2/(epsilon_0*gamma):.2e}")
print("no test failed")
```

It prints:

```
lattice constant a = 0.32 nm
partial slip d = 0.1848 nm
twist = 0.02 degree
layer moduli mu, lambda = 50, 50 N/m
saddle stacking energy V0 = 0.020 J/m^2
sheet dipole density P = 0.50 pC/m
tensile/shear wall energy ratio r = 1.7321
wall-energy factor 3 sqrt3/pi - 1 = 0.6540
same factor, relaxed profile = 0.6539
wall energy gamma = 1.2083e-10 J/m
wall energy gamma = 0.7541 eV/nm
wall width d/u'(centre) = 4.62 nm
node spacing L = 916.7 nm
cell area = 0.7278 um^2
E = 0.05 V/nm: fractions 0.5366 and 0.4634
E = 0.10 V/nm: fractions 0.5741 and 0.4259
E = 0.20 V/nm: fractions 0.6554 and 0.3446
E = 0.30 V/nm: fractions 0.7566 and 0.2434
At E = 0.10 V/nm:
  pressure p = 1.000e-04 J/m^2
  load pL/gamma = 0.7587
  arc angle Phi = 12.652 degree
  fraction difference = 0.1482
  linear estimate = 0.1460
  linear estimate if r were 1 = 0.4381
  largest wall bow = 29.34 nm
  polarisation gain per cell = 33.65 eV
  wall-energy cost per cell = 16.95 eV
  cost/gain = 0.5037
contact load pL/gamma = 2.4495
contact arc angle = 45.00 degree
contact field = 0.3228 V/nm = 3.228e+08 V/m
fractions at contact = 0.7854 and 0.2146
contact field at twist 0.10 degree = 1.6142 V/nm
stiffness/gamma, straight path = 3.0000
stiffness/gamma, relaxed path = 2.6759
contact field, relaxed path = 0.3136 V/nm
softest node mode at 0.50 E_c = 0.60134 gamma/L
softest node mode at 0.98 E_c = 0.04119 gamma/L
softest node mode at 1.00 E_c = -0.00000 gamma/L
softest node mode at 1.02 E_c = -0.05774 gamma/L
dipole interaction scale P^2/(eps0 gamma) = 2.34e-04
no test failed
```
